Why a Kohn-Sham defect eigenvalue is not a charge transition level

Q: My defect has one electron in a level inside the gap. I ran the neutral supercell, read off the Kohn-Sham eigenvalue of that level, and took it as the (+/0) charge transition level. The eigenvalue is the energy of the electron in the defect, so the electron should leave when the Fermi level drops below it. What is wrong with that?

A: The last sentence compares two different quantities. Start from what a transition level is. The formation energy of a defect with charge q is its total energy, minus the energies of the host and of the exchanged atoms, plus q times the Fermi energy E_F, because the q removed electrons go to a reservoir at E_F. The host and atom terms are the same for both charge states of one defect, so they cancel in a comparison.

Let f be the number of electrons in the defect orbital. Neutral means f = 1, and charge +1 means f = 0, so q = 1 − f. Let Q be a lattice coordinate, the displacement of the neighbouring atoms. Each charge state settles at its own minimum, Q₀ for the neutral defect and Q₊ for the charged one. The formation energies are equal when

E(1,Q₀) = E(0,Q₊) + E_F.

The Fermi energy that satisfies this is the transition level:

level = E(1,Q₀) − E(0,Q₊).

I measure E_F and all one-electron energies from the conduction edge of the host. The level is a difference of two total energies, each at its own geometry. Your eigenvalue comes from one charge state at one geometry.

Q: But an eigenvalue is the energy needed to remove the electron. That should be the same difference, at least if the atoms do not move.

A: Let us test that on a model small enough to write down. One spin-polarized electron orbital φ sits in a Gaussian well, with a smeared core charge +1 at the same centre. All charges interact through 1/(εr), where ε is a fixed electronic dielectric constant. In Hartree atomic units the energy is

F = f⟨φ|t + w|φ⟩ + kQ²/2 + [S/2 − fA + s f²J/2]/ε,

w(r) = −(V0 + gQ) exp(−r²/b²).

Here t is the kinetic energy operator, k is a spring constant, and the lattice coordinate deepens the well at the rate g. S/2 is the self-energy of the core. A is the Coulomb integral between the core and |φ|², and J is the integral of |φ|² with itself, both without the factor 1/ε.

The Hartree energy of the electron is f²J/(2ε). Since there is one electron, this is entirely self-interaction. I choose the exchange-correlation energy to be −(1−s) times the Hartree energy, so a fraction s survives. This is a functional of the density f|φ|², so we have a genuine Kohn-Sham problem.

The total energy E(f,Q) is the minimum of F over normalized φ. To find that minimum, vary φ* and enforce the norm with a multiplier f e. In J the orbital density occurs twice, so varying s f²J/2 gives s f² v φ, where v is the potential of |φ|². After division by f,

[t + w − u/ε + s f v/ε] φ = e φ,

where u is the potential of the core charge. This is the Kohn-Sham equation. Its expectation value is

e(f) = ⟨t + w⟩ − A/ε + s f J/ε.

Now differentiate E with respect to f. The orbital also changes with f, but F is stationary with respect to that change, so only the explicit dependence on f counts:

dE/df = ⟨t + w⟩ − A/ε + s f J/ε = e(f).

This is Janak's relation.

Q: So the eigenvalue is a slope, and I wanted a difference.

A: Yes. At fixed Q the difference is the integral of the slope:

E(1) − E(0) = ∫ e(f) df, from f = 0 to 1.

It equals e(1) if e does not depend on f. In general it does, because of the term s f J/ε and because φ adjusts. The mismatch follows by integrating by parts, with E' = e and E'' = de/df:

C = ∫ f E'' df = [f E'] − ∫ E' df = e(1) − [E(1) − E(0)].

The bracket [f E'] is taken between 0 and 1, and its lower end vanishes. Thus

E(1) − E(0) = e(1) − C.

For a constant curvature K, C = K∫ f df = K/2. In that case e is a straight line in f, and its average is its midpoint value, so e(1/2) gives the difference directly.

Q: How large is C in numbers?

A: Take V0 = 0.45 hartree, b = 3 bohr, g = 0.10 hartree/bohr, k = 0.20 hartree/bohr², ε = 5, s = 0.5, and a core charge proportional to exp(−γr²) with γ = 1 bohr⁻². These are round model parameters and stand for no particular material. The solution uses a small Gaussian basis. An independent radial grid moves the eigenvalues by about 0.00001 hartree, so the fifth decimal below is uncertain and is kept only to make the sums traceable. Orbital averages are less well converged in this basis: the converged values of ⟨r²⟩ are 0.02 to 0.03 bohr² larger than those quoted below and ⟨exp(−r²/b²)⟩ is 0.0002 smaller, which changes the energies below by about 0.00001 hartree at most. For the isolated defect at Q₀ the self-consistent solution gives

e(1,Q₀) = −0.15822 hartree,

E(1,Q₀) − E(0,Q₀) = −0.08962 − 0.08677 = −0.17639 hartree,

C = −0.15822 + 0.17639 = 0.01817 hartree = 0.49 eV.

The occupied eigenvalue lies half an electronvolt above the energy difference, with the atoms held still. The numerical check confirms Janak's relation both as a local slope and as an integral. The half-occupation eigenvalue is −0.17632 hartree, within 0.0001 hartree of the difference, so a nearly constant curvature is a good description here.

Q: Is the curvature just the leftover self-repulsion, sJ/ε?

A: Mostly. Freeze the orbital found at f = 1 and change f in F. The frozen energy is a parabola in f with curvature sJ/ε. It cannot lie below E(f), because E(f) is the minimum over all orbitals, and it touches E(f) at f = 1. The frozen energy minus E(f) therefore has a minimum there, and its second derivative is not negative:

E''(1) ≤ sJ/ε.

The orbital response can lower the curvature but not raise it above the frozen value at that point. The numbers are 0.0358 hartree against 0.0363 hartree frozen.

Q: Then this is the fault of an approximate functional. With the exact one, would my eigenvalue be the transition level?

A: Put s = 0. A single electron does not repel itself, so this is the exact functional of the model for one electron. It is also exact for fractional f, which describes a statistical mixture of the empty and the filled defect, with energy linear in f. The formula agrees: at s = 0 everything in F that contains φ is multiplied by f, so the best orbital is independent of f and E is a straight line. Then E'' = 0 and C = 0, and the eigenvalue equals the energy difference at fixed Q.

At s = 0 the relaxed neutral defect has

e(1,Q₀) = −0.19525 hartree, level = −0.18786 hartree.

They still differ by 0.0074 hartree, or 0.20 eV.

Q: There is no curvature left, so that must be the atoms.

A: It is. Insert the energy of the charged defect at the neutral geometry into the definition of the level:

level = [E(1,Q₀) − E(0,Q₀)] + [E(0,Q₀) − E(0,Q₊)].

The first bracket is the vertical difference, which we have just written as e(1,Q₀) − C. Call the second one λ₊. It is the energy released when the lattice relaxes after the electron has left. It cannot be negative, because Q₊ is the minimum for the charged state. So

level = e(1,Q₀) − C + λ₊.

An eigenvalue computed at Q₀ contains no information about where the atoms go afterwards, whatever the functional.

Q: Why does relaxation raise the level, if it lowers an energy?

A: It lowers the energy of the charged state, which enters the level with a minus sign. The charged state becomes favourable over a wider range of Fermi energies, up to a higher crossing point.

In the model λ₊ can be worked out. F is stationary in φ, so the derivative of E with respect to Q is again the explicit one:

dE/dQ = kQ − f g⟨exp(−r²/b²)⟩.

At f = 0 it vanishes at Q₊ = 0. At f = 1 it vanishes at

Q₀ = g⟨exp(−r²/b²)⟩/k = 0.10 × 0.52845/0.20 = 0.2642 bohr.

With f = 0 the only energy that depends on Q is the elastic one, so

λ₊ = kQ₀²/2 = 0.10 × 0.2642² = 0.00698 hartree = 0.19 eV.

Returning to s = 0.5 and putting the terms together,

level = −0.15822 − 0.01817 + 0.00698 = −0.16941 hartree.

That is 4.61 eV below the conduction edge. The direct total-energy difference gives the same: −0.08962 − 0.07979 = −0.16941 hartree.

Q: At s = 0 you had −0.188 hartree for the level. Which of the two is right?

A: For this model Hamiltonian, the s = 0 value, since that functional is exact. The other number is the level predicted by the s = 0.5 functional. Using total energies removes the mistake of reading a slope as a difference, but it does not repair the functional. From here on I keep s = 0.5 and ask how to obtain that functional's own level correctly.

Q: Suppose I use the charged defect instead, and read the eigenvalue of the empty level. Does that avoid the problem?

A: It changes the signs. At the charged geometry, integrate by parts with the weight 1 − f:

C' = ∫ (1−f) E'' df = [(1−f)E'] + ∫ E' df = −e(0) + E(1) − E(0).

The upper end of the bracket vanishes this time. Hence E(1,Q₊) − E(0,Q₊) = e(0,Q₊) + C'. The neutral state is now at the wrong geometry, and its relaxation energy is λ₀ = E(1,Q₊) − E(1,Q₀). Since E(1,Q₀) = E(1,Q₊) − λ₀,

level = e(0,Q₊) + C' − λ₀.

The numbers are

level = −0.18062 + 0.01803 − 0.00683 = −0.1694 hartree.

For the isolated defect the occupied eigenvalue is 0.0112 hartree above the level and the empty one is 0.0112 hartree below it.

Q: λ₀ and λ₊ are nearly equal. Must they be?

A: They would be equal if the lattice had the same stiffness in both charge states. Here the neutral state is slightly softer, because its orbital adapts as Q changes. For a fixed orbital, F without kQ²/2 is a straight line in Q. The minimum over many straight lines bends downwards, so the curvature of E(1,Q) is at most k. Going from Q₀ to Q₊ therefore costs at most kQ₀²/2, which means λ₀ ≤ λ₊.

Q: Curvature pulls one way and relaxation the other. Could they cancel and make my reading correct?

A: They can. For the occupied eigenvalue the condition is C = λ₊. If I soften the spring to k = 0.0793 hartree/bohr² and leave the rest alone, e(1,Q₀) coincides with the level. But now remove the self-interaction error at that same k. The curvature term disappears, the relaxation term remains, and the eigenvalue falls 0.020 hartree, about 0.54 eV, below the level of the exact functional. A better functional has spoiled the agreement, so the agreement was no evidence that the two quantities are the same.

Q: All this was for an isolated defect. I compute in a supercell. In your model, what would I see in a cubic cell with L = 20 bohr?

A: You would see

neutral eigenvalue = −0.15789 hartree,

total-energy level = −0.15530 hartree,

where the second number is the relaxed total-energy difference in the cell, with no size correction. Only the Coulomb interactions are repeated periodically here, and overlap of the orbital with its images is left out; estimated from the orbital amplitude at the cell face, it would move the eigenvalue at the zone centre by about 0.00003 hartree.

Q: Those are only 0.0026 hartree apart, 0.07 eV. I would have called that a confirmation.

A: And both are wrong. The level of the isolated defect is −0.16941 hartree. The eigenvalue is 0.31 eV above it, and the raw total-energy difference is even further off, by 0.38 eV. The charged cell has been displaced by its own periodic images.

Q: How do I calculate that displacement?

A: Consider a unit point charge repeated in a cubic lattice of side L, with a uniform background that makes each cell neutral. Leave out ε for the moment. Let the potential average to zero over the cell, which is what dropping the G = 0 Fourier term does. The charge itself contributes 1/r. The remainder is smooth near the charge, and Poisson's equation with the background density −1/L³ requires its Laplacian to be 4π/L³. Since ∇²r² = 6, one function with that Laplacian is 2πr²/(3L³). Therefore

potential = 1/r − α/L + 2πr²/(3L³) + H(r).

The constant −α/L defines the Madelung constant, and an Ewald sum gives α = 2.8373. H is a function with zero Laplacian that vanishes at the origin.

The defect has a spherical charge density ρ, the core minus the electron. Its total charge is q = 1 − f, and its second moment is

M = ∫ ρ r² d³r = M_c − f⟨r²⟩,

with M_c = 3/(2γ) = 1.5 bohr² for the core. The change in electrostatic energy is half the double integral of ρ(r)ρ(r') with the extra potential at r − r', divided by ε. Take the terms in turn. The constant gives −αq²/(2L). In the quadratic term,

|r − r'|² = r² + r'² − 2 r·r'.

The first two pieces each integrate to qM, and the third vanishes because a spherical charge has no dipole. Half of 2qM is qM. Finally, a function with zero Laplacian, averaged over a sphere, equals its value at the centre. Averaging over r' and then over r reduces H to H(0) = 0. The result is

ΔE = [−αq²/(2L) + 2πqM/(3L³)]/ε.

This assumes that the orbitals of neighbouring cells do not overlap, that exchange-correlation does not see the images, and that the orbital keeps its isolated shape. Any change of shape affects the energy only in second order, because the energy is stationary.

Q: For the neutral cell q = 0, so ΔE = 0. Then the whole error of the total-energy level comes from the charged cell?

A: Yes. There q = 1 and M = M_c, and the charged energy enters the level with a minus sign:

level shift = α/(2εL) − 2πM_c/(3εL³).

At L = 20 bohr,

level shift = 2.8373/200 − 2π × 1.5/120000 = 0.01419 − 0.00008 = 0.01411 hartree.

That is the 0.38 eV. At L = 40 bohr it is still 0.0071 hartree, since the leading term falls only as 1/L. In the numerical check these values agree with energies from explicit reciprocal-lattice sums.

Q: And the eigenvalues? Do I apply the same shift?

A: No. An eigenvalue is a derivative, so its shift is the derivative of ΔE with respect to f. We have dq/df = −1 and, at fixed orbital shape, dM/df = −⟨r²⟩. Thus

d(−αq²/2)/df = αq,

d(qM)/df = −M − q⟨r²⟩,

Δe = [αq/L − 2π(M + q⟨r²⟩)/(3L³)]/ε.

I use this at the two ends, f = 1 and f = 0. In between, ⟨r²⟩ itself changes with f and adds a term proportional to q f, which vanishes at both ends.

For the neutral cell q = 0 and ⟨r²⟩ = 7.91 bohr², so M = 1.5 − 7.91 = −6.41 bohr² and

Δe = 2π × 6.41/120000 = 0.0003 hartree.

There is no 1/L term. The small remainder arises because the potential of the neutral defect has a nonzero average, which the cell sets to zero. For the charged cell q = 1, M = 1.5 bohr² and ⟨r²⟩ = 7.76 bohr², so

Δe = 2.8373/100 − 2π × 9.26/120000 = 0.028373 − 0.000485 = 0.0279 hartree.

Its leading term, α/(εL), is twice that of the total-energy level. The energy is quadratic in q, and the derivative of q²/2 at q = 1 is 1, not 1/2.

Q: So the empty eigenvalue moves up by 0.76 eV, while the occupied one hardly moves?

A: Yes, and this hides the curvature. At fixed Q₀ the isolated eigenvalue rises by 0.0366 hartree between f = 0 and f = 1. In the 20 bohr cell it rises by only 0.0090 hartree. You might conclude that the curvature error of the functional is four times smaller than it really is, but the missing slope, 0.0366 − 0.0090 = 0.0276 hartree, is the size effect: to this precision it is the difference of the two shifts, 0.0279 − 0.0003, and its leading term is α/(εL) = 0.028 hartree. The empty eigenvalue has even changed sides. It was 0.0112 hartree below the level for the isolated defect, and in the cell it is 0.0167 hartree, or 0.45 eV, above it.

Q: Can I still get the right level from the eigenvalues in that cell?

A: Yes, if each one receives its own three corrections. First subtract its size shift, then apply the isolated-defect curvature and relaxation terms. From the neutral cell:

−0.15789 − 0.00034 − 0.01817 + 0.00698 = −0.1694 hartree.

From the charged cell:

−0.15273 − 0.02789 + 0.01803 − 0.00683 = −0.1694 hartree.

If you take C from occupations varied inside the cell instead, that C already contains part of the image interaction. The integration by parts holds in the cell as well, so the raw eigenvalue, with no size shift subtracted, combined with that C and the relaxation term gives the cell's raw level, and the correction to apply is then the one for total energies.

Q: So in practice I should compute two relaxed total energies and correct the charged one?

A: That is the shorter route, because the difference of relaxed energies already contains C and λ₊. Here it reads

−0.15530 − 0.01411 = −0.1694 hartree.

Check that its conditions hold. The same localized orbital must be filled or emptied, and it must stay bound in both charge states. If the electron spreads into a band, or its orbital overlaps the neighbouring images, the size formula no longer applies. In the model M is the second moment of the unscreened defect charge, core and electron together: a neutral rearrangement of that charge leaves q unchanged but enters the qM term through its own second moment. In the model the conduction edge of the defect-free host is the energy zero by construction; in a real calculation the host edge has to be placed on the same energy scale as the defect cell. The terms in M are part of that alignment. In the neutral cell the potential far from the defect is raised by the same 0.0003 hartree as the eigenvalue, and in the charged cell a change of M changes the energy by q times the change of the far potential. An alignment read from the far potential and the qM term must therefore not both be applied. The formula also uses one fixed ε, the same at all wavelengths. If instead 1/ε(G) = 1/ε + cG² at small G, the dropped G = 0 term adds −2πcq²/L³ to ΔE; with c = 0.8 bohr² this is −0.0006 hartree at L = 20 bohr, larger than the qM term and of opposite sign. In a real host only the 1/L term carries over as written. My lattice has a single local coordinate. In an ionic crystal whose atoms relax throughout the cell, their displacements screen the charge as well, and ε has to represent the screening present in the calculation.

Q: Then what does my original eigenvalue tell me?

A: It tells you how the energy of the neutral defect, at the neutral geometry, begins to change when you remove a small fraction of the electron. The transition level asks for the energy after the whole electron has gone and the atoms have settled.

Computed results

```
well depth V0: 0.45 hartree
well width b: 3.0 bohr
lattice coupling g: 0.10 hartree/bohr
spring constant k: 0.20 hartree/bohr^2
dielectric constant: 5.0 (no unit)
self-interaction fraction s: 0.5 (no unit)
core Gaussian exponent: 1.0 bohr^-2
relaxed neutral Q0: 0.26423 bohr
mean well factor, neutral orbital: 0.52845 (no unit)
neutral energy E(1,Q0): -0.089621 hartree
charged energy E(0,Q0): 0.086770 hartree
charged energy E(0,Qplus): 0.079788 hartree
neutral eigenvalue e(1,Q0): -0.158221 hartree
same eigenvalue on radial grid: -0.158234 hartree
empty eigenvalue e(0,Qplus): -0.180616 hartree
same empty eigenvalue on radial grid: -0.180626 hartree
vertical difference at Q0: -0.176391 hartree
integral of e(f) at Q0: -0.176391 hartree
half-occupation eigenvalue e(1/2,Q0): -0.176323 hartree
curvature at f=1/2: 0.036612 hartree
curvature at f=1: 0.035793 hartree
frozen-orbital curvature at f=1: 0.036339 hartree
eigenvalue change e(1)-e(0) at Q0: 0.036612 hartree
curvature correction C, neutral side: 0.018170 hartree
curvature correction C', charged side: 0.018033 hartree
relaxation energy lambda_plus: 0.006982 hartree
relaxation energy lambda_zero: 0.006826 hartree
exact functional: eigenvalue: -0.195253 hartree
exact functional: transition level: -0.187857 hartree
cubic Madelung constant alpha: 2.837297 (no unit)
mean r^2, neutral orbital: 7.9079 bohr^2
mean r^2, empty orbital: 7.7638 bohr^2
L=20 bohr, raw level error: 0.014108 hartree; formula: 0.014108 hartree
L=30 bohr, raw level error: 0.009434 hartree; formula: 0.009434 hartree
L=40 bohr, raw level error: 0.007083 hartree; formula: 0.007083 hartree
L=20 neutral eigenvalue shift: 0.000336 hartree
L=20 charged eigenvalue shift: 0.027888 hartree
L=20 eigenvalue change e(1)-e(0) at Q0: 0.009041 hartree
L=20 raw neutral eigenvalue: -0.157886 hartree
L=20 raw charged eigenvalue: -0.152729 hartree
L=20 raw total-energy level: -0.155301 hartree
level rebuilt from neutral eigenvalue: -0.169409 hartree
level rebuilt from charged eigenvalue: -0.169410 hartree
true transition level: -0.169409 hartree
true transition level: -4.610 eV
C, neutral side: 0.494 eV
lambda_plus: 0.190 eV
L=20 raw level error: 0.384 eV
L=20 neutral eigenvalue minus true level: 0.314 eV
L=20 charged eigenvalue minus true level: 0.454 eV
k for accidental agreement: 0.07927 hartree/bohr^2
exact-functional eigenvalue minus level at that k: -0.019827 hartree
```
